# Choosing time step and friction for energy minimization by damped dynamics, part 1

(Sections cited here and not found follow in the second part.)

A system of atoms has Cartesian coordinates collected in a vector $x$, a diagonal mass matrix $M$ (each atomic mass repeated three times) and a potential energy $E(x)$. Its minimum $x^*$ can be found by letting the atoms move under their forces with friction,

$$M\ddot x=-\nabla E(x)-\gamma M\dot x ,\tag{1}$$

where $\gamma>0$ is one constant with the dimension of an inverse time, so that the friction on each atom is proportional to its mass. Equation (1) is advanced with a constant time step $h$, at one force evaluation per step. The aim is to choose $h$ and $\gamma$ so that the asymptotic error factor per force evaluation is smallest; for a finite tolerance this need not give the very fewest evaluations.

Until part (j), apart from the runs on computed forces in part (i), the energy is taken in the harmonic approximation, $\nabla E=H(x-x^*)$, with $H$ the Hessian at the minimum. The nonzero eigenvalues of the mass-weighted Hessian $D=M^{-1/2}HM^{-1/2}$ are written $\lambda_i=\omega_i^2$ with $0<\omega_1\le\dots\le\omega_N$. They are the squared harmonic vibrational frequencies, and $\kappa=\omega_N^2/\omega_1^2>1$. Atomic units are used: masses in $m_e$, lengths in bohr, times in units of $0.024189$ fs. A frequency in atomic units equals its wavenumber divided by $219474.63\ \mathrm{cm^{-1}}$. Apart from the larger-basis comparison and the reversed and halved displacements in part (i), the numbers quoted come from the numerical check.

## (a) The iteration

*Replace both time derivatives in (1) by central differences and solve for the new position. State the order of accuracy and the range of the coefficients.*

**Solution.** Let $x_n$ approximate $x(nh)$. Adding and subtracting the Taylor series of $x(t+h)$ and $x(t-h)$ gives

$$\frac{x(t+h)-2x(t)+x(t-h)}{h^2}=\ddot x+\frac{h^2}{12}x^{(4)}+\dots,\qquad \frac{x(t+h)-x(t-h)}{2h}=\dot x+\frac{h^2}{6}x^{(3)}+\dots$$

because odd terms cancel in the sum and even terms in the difference. Both replacements err at order $h^2$. Insert them in (1), multiply by $h^2M^{-1}$, and set $a=\gamma h/2$:

$$x_{n+1}-2x_n+x_{n-1}=-h^2M^{-1}\nabla E(x_n)-a\,(x_{n+1}-x_{n-1}).$$

Collecting $x_{n+1}$ on the left gives $(1+a)x_{n+1}=2x_n-(1-a)x_{n-1}-h^2M^{-1}\nabla E(x_n)$. Write $2x_n=(1+a)x_n+(1-a)x_n$ and divide by $1+a$:

$$x_{n+1}=x_n-\alpha M^{-1}\nabla E(x_n)+\beta\,(x_n-x_{n-1}),\qquad \alpha=\frac{h^2}{1+a},\quad \beta=\frac{1-a}{1+a}.\tag{2}$$

This is the heavy-ball iteration: a step along the acceleration plus a fraction $\beta$ of the previous step. As $a$ runs over $(0,\infty)$, $\beta$ falls from $1$ to $-1$. The map can be inverted: $\beta(1+a)=1-a$ gives $a=(1-\beta)/(1+\beta)$, and then

$$1+a=\frac{2}{1+\beta},\qquad h^2=\frac{2\alpha}{1+\beta},\qquad \gamma=\frac{2a}{h}.\tag{3}$$

Choosing $(h,\gamma)$ is therefore the same as choosing $\alpha>0$ and $-1<\beta<1$. The program confirms (2) symbolically and compares the iteration with the exact motion of an oscillator with $\omega=1$, $\gamma=0.6$ up to time $5$. Halving $h$ lowers the error by the factor $3.981$, near the $4$ of a second-order scheme.

## (b) Normal modes

*Show that (2) separates into independent scalar recurrences, give their general solution, and say what happens to translations and rotations when the run starts with $x_{-1}=x_0$.*

**Solution.** Define the mass-weighted displacement $y_n=M^{1/2}(x_n-x^*)$. Subtract $x^*$ from both sides of (2) and multiply by $M^{1/2}$. The force term becomes $M^{1/2}M^{-1}H\,M^{-1/2}y_n=Dy_n$, so

$$y_{n+1}=y_n-\alpha Dy_n+\beta(y_n-y_{n-1}).$$

$D$ is real and symmetric and has orthonormal eigenvectors. The component $q_n$ of $y_n$ along an eigenvector with eigenvalue $\lambda$ obeys

$$q_{n+1}=t\,q_n-\beta\,q_{n-1},\qquad t=1+\beta-\alpha\lambda .\tag{4}$$

The separation works because the friction term is a multiple of the identity in mass-weighted coordinates. A friction matrix that does not commute with $D$ would couple the modes. The trial $q_n=z^n$ turns (4) into

$$p(z)=z^2-t\,z+\beta=0 .\tag{5}$$

With distinct roots the solution is $q_n=Az_+^n+Bz_-^n$, and with a double root it is $(A+Bn)z^n$; the two constants match the two starting values. The largest root modulus over all vibrational modes, $\rho(h,\gamma)$, is the spectral radius of the iteration. All starting errors decay if and only if $\rho<1$, and $\rho$ is the asymptotic error factor per step.

Rigid translations and rotations carry a minimum into another minimum. The gradient vanishes along the whole family, and differentiating $\nabla E=0$ along it shows that $H$ annihilates the tangent directions, which have $\lambda=0$. For them (4) reads $q_{n+1}-q_n=\beta(q_n-q_{n-1})$. With $x_{-1}=x_0$ the first difference is zero and all later ones are too. These modes stay at rest in the harmonic approximation and are left out of $\rho$ and $\kappa$.

The ratio $\kappa$ belongs to $D$, and so depends on the masses. With true masses it is fixed by the vibrational spectrum. Since only the minimum is wanted, other masses are allowed. A common factor on all masses only rescales $D$ and leaves $\kappa$ unchanged; changing the mass ratios in general changes it.

## (c) Roots in a disc, and stability

*Find the conditions on real $t$ and $\beta$ under which both roots of (5) satisfy $|z|\le R$ for a given $R>0$. Deduce the stability region in $(h,\gamma)$.*

**Solution.** The conditions are

$$|\beta|\le R^2,\qquad |t|\le R+\beta/R .\tag{6}$$

The second is the pair $p(R)\ge0$, $p(-R)\ge0$: dividing $R^2\mp tR+\beta\ge0$ by $R$ gives $\pm t\le R+\beta/R$.

Necessity. The product of the roots is $\beta$, so $|\beta|\le R^2$. If the roots are complex, $p$ has no real zero and is positive on the real axis. If they are real and lie in $[-R,R]$, then $p(\pm R)=(\pm R-z_+)(\pm R-z_-)$ is a product of two factors of the same sign.

Sufficiency. Complex roots are conjugate, so $|z|^2=\beta\le R^2$. For real roots, $p<0$ strictly between them, so $p(R)\ge0$ means both roots are $\le R$ or both are $\ge R$. In the second case their product is at least $R^2$, and $\beta\le R^2$ forces both to equal $R$. So both are $\le R$. The same argument at $-R$ shows both are $\ge-R$.

With every inequality made strict the same proof gives the conditions for $|z|<R$. At $R=1$ they are $|\beta|<1$, $p(1)=\alpha\lambda>0$ and $p(-1)=2(1+\beta)-\alpha\lambda>0$. The first two hold for any $\gamma>0$, $h>0$. By (2) and (3) the third is $4/(1+a)>h^2\lambda/(1+a)$, and the factor $1+a$ cancels:

$$\gamma>0,\qquad h\,\omega_N<2 .\tag{7}$$

In this discretization the largest stable step does not depend on the friction. The program tests (6) on random $(R,\beta,t)$ against computed roots, and tests that $h\omega=1.999$ is stable and $h\omega=2.001$ unstable for $\gamma/\omega$ from $0.01$ to $50$.

## (d) The plateau

*For $0<\beta<1$, find the range of $\lambda$ in which the root modulus is independent of $\lambda$. Express it in $(\alpha,\beta)$ and in $(h,a)$.*

**Solution.** The roots $z_\pm=\tfrac12\big(t\pm\sqrt{t^2-4\beta}\big)$ are complex conjugate or equal when $t^2\le4\beta$, and then $|z|=\sqrt\beta$. The condition $-2\sqrt\beta\le1+\beta-\alpha\lambda\le2\sqrt\beta$ rearranges, with $1+\beta\mp2\sqrt\beta=(1\mp\sqrt\beta)^2$, to

$$(1-\sqrt\beta)^2\le\alpha\lambda\le(1+\sqrt\beta)^2 .\tag{8}$$

In the dynamical variables, (2) and (3) give $t=(2-h^2\lambda)/(1+a)=2u/(1+a)$ with $u=1-h^2\lambda/2$, and $\beta=(1-a^2)/(1+a)^2$ after multiplying numerator and denominator by $1+a$. Therefore

$$z_\pm=\frac{u\pm\sqrt{u^2-(1-a^2)}}{1+a},\qquad\text{plateau: } |u|\le\sqrt{1-a^2}.\tag{9}$$

Strictly inside the plateau all modes are underdamped (on its edges the root is double) and lose amplitude at the same rate, as in the continuous equation, where every underdamped oscillator decays as $e^{-\gamma t/2}$. Below the lower edge ($u>0$) the roots are real and positive and the mode creeps, with the larger root above $\sqrt\beta$: it is overdamped in the iteration. This edge, $u=\sqrt{1-a^2}$, lies at $h^2\lambda=2\big(1-\sqrt{1-a^2}\big)=a^2+\big(1-\sqrt{1-a^2}\big)^2$, above the critical damping $\gamma=2\omega$ of the continuous equation, which is $h^2\lambda=a^2$; the two agree to leading order for small $a$. The upper edge ($u<0$) has no continuous counterpart. Beyond it the roots are real and negative, the displacement $q_n=(-1)^n\big(A|z_+|^n+B|z_-|^n\big)$ alternates in sign (the bracket can change sign at most once, so at most one step is an exception, and none for the start $q_{-1}=q_0$), and the larger modulus, $(|u|+\sqrt{u^2-1+a^2})/(1+a)$, grows with $|u|$ until it reaches $1$ at $u=-1$, which is (7). The program tests (9) on random $(h,a)$.

## (e) The optimum

*Find the smallest spectral radius over all constant parameters, show that it is reached at one point only, and give $\alpha$, $\beta$, $h$ and $\gamma$ there.*

**Solution.** Suppose some parameters give a spectral radius $\rho<1$. The value $\rho=0$ needs $\beta=0$ and $\alpha\lambda_i=1$ for all $i$, which $\kappa>1$ excludes, so $\rho>0$ and (6) holds with $R=\rho$ for every mode. For the softest mode use $t\le\rho+\beta/\rho$:

$$\alpha\lambda_1\ge1+\beta-\rho-\frac\beta\rho=(1-\rho)-\frac{\beta}{\rho}(1-\rho)=(1-\rho)\Big(1-\frac\beta\rho\Big).\tag{10}$$

For the stiffest use $-t\le\rho+\beta/\rho$:

$$\alpha\lambda_N\le1+\beta+\rho+\frac\beta\rho=(1+\rho)\Big(1+\frac\beta\rho\Big).\tag{11}$$

Since $|\beta|\le\rho^2<\rho$, both right sides are positive, and (11) may be divided by (10):

$$\kappa\le\frac{1+\rho}{1-\rho}\cdot\frac{\rho+\beta}{\rho-\beta}.\tag{12}$$

The last fraction has the $\beta$-derivative $2\rho/(\rho-\beta)^2>0$, so it is largest at the largest allowed value $\beta=\rho^2$, where it equals $(1+\rho)/(1-\rho)$. Hence $\sqrt\kappa\le(1+\rho)/(1-\rho)$. Multiplying by $1-\rho$ and collecting $\rho$ gives $\sqrt\kappa-1\le\rho(\sqrt\kappa+1)$, that is

$$\rho\ge r=\frac{\sqrt\kappa-1}{\sqrt\kappa+1}=\frac{\omega_N-\omega_1}{\omega_N+\omega_1}.\tag{13}$$

The argument includes negative $\beta$. If $\rho=r$, every inequality used must be an equality: $\beta=r^2$, and (10) becomes $\alpha\lambda_1=(1-r)^2$. With $1-r=2\omega_1/(\omega_1+\omega_N)$ and $1+r=2\omega_N/(\omega_1+\omega_N)$,

$$\alpha^*=\frac{4}{(\omega_1+\omega_N)^2},\qquad \beta^*=r^2,\qquad \alpha^*\lambda_1=(1-r)^2,\quad \alpha^*\lambda_N=(1+r)^2 .\tag{14}$$

These values do reach the bound. By (8) with $\sqrt\beta=r$ the two extreme modes sit on the two edges of the plateau, all other modes lie between them, and every root has modulus $r$. The optimum is unique and depends on the extreme frequencies only.

Now invert with (3). The numerator and denominator of $a=(1-r^2)/(1+r^2)$, multiplied by $(\omega_1+\omega_N)^2$, are $(\omega_N+\omega_1)^2-(\omega_N-\omega_1)^2=4\omega_1\omega_N$ and $(\omega_N+\omega_1)^2+(\omega_N-\omega_1)^2=2(\omega_1^2+\omega_N^2)$. So $a^*=2\omega_1\omega_N/(\omega_1^2+\omega_N^2)$ and $1+a^*=(\omega_1+\omega_N)^2/(\omega_1^2+\omega_N^2)$. Then $h^2=\alpha(1+a)=4/(\omega_1^2+\omega_N^2)$, and $\gamma=2a/h$:

$$h^*=\frac{2}{\sqrt{\omega_1^2+\omega_N^2}},\qquad \gamma^*=\frac{2\,\omega_1\omega_N}{\sqrt{\omega_1^2+\omega_N^2}}=h^*\omega_1\omega_N .\tag{15}$$

The program minimizes the largest root modulus numerically over $\alpha$ and $\beta$ without using (13)–(15). For $\sqrt\kappa=2$ it finds $h\omega_1=0.894427$, $\gamma/\omega_1=1.788854$ and rate $0.333333$, against $2/\sqrt5$, $4/\sqrt5$ and $1/3$. For $\sqrt\kappa=7$ and $30$ it finds the rates $0.750000=6/8$ and $0.935484=29/31$.

## (f) Steepest descent and the limit of large $\kappa$

*Find the best rate under the restriction $\beta=0$ and the $(h,\gamma)$ that belong to it. Find the friction that makes the slowest decay of the continuous equation (1) fastest. Relate both to (13) and (15) for $\kappa\gg1$.*

**Solution.** At $\beta=0$, (2) is steepest descent in the mass-weighted metric. Inequality (12) reduces to $\kappa\le(1+\rho)/(1-\rho)$, so $\rho\ge r_{\rm SD}=(\kappa-1)/(\kappa+1)$. Equality in (10) needs $\alpha\lambda_1=1-r_{\rm SD}=2/(\kappa+1)$, so $\alpha=2/(\lambda_1+\lambda_N)$. The nonzero root $1-\alpha\lambda$ then runs from $+r_{\rm SD}$ to $-r_{\rm SD}$, and the bound is reached. By (3), $\beta=0$ means $a=1$ and $h^2=2\alpha=4/(\lambda_1+\lambda_N)$. This is the step $h^*$ of (15): the best steepest descent is the same dynamics with the same step and the larger friction $\gamma=2/h^*$.

A mode of (1) behaves as $e^{st}$ with $s^2+\gamma s+\omega^2=0$, so $s=-\gamma/2\pm\sqrt{\gamma^2/4-\omega^2}$. For $\gamma\le2\omega$ the decay rate is $\gamma/2$. For $\gamma>2\omega$ the slower rate is $\gamma/2-\sqrt{\gamma^2/4-\omega^2}=\omega^2/\big(\gamma/2+\sqrt{\gamma^2/4-\omega^2}\big)$, which falls as $\gamma$ grows and rises with $\omega$. The softest mode is therefore never faster than any other, and its rate peaks at critical damping, $\gamma=2\omega_1$, with the value $\omega_1$. The program tests this by a scan over $\gamma$.

Put $\epsilon=1/\sqrt\kappa$. From (15), $\gamma^*=2\omega_1/\sqrt{1+\epsilon^2}$ and $h^*\omega_N=2/\sqrt{1+\epsilon^2}$. For large $\kappa$ the optimum damps the softest mode critically and takes the longest step the stiffest mode allows. The rate follows the same picture. Using $\ln\frac{1+\epsilon}{1-\epsilon}=2\epsilon+\tfrac23\epsilon^3+\dots$ and $(1+\epsilon^2)^{-1/2}=1-\tfrac12\epsilon^2+\dots$,

$$-\ln r=2\epsilon\big(1+\tfrac13\epsilon^2+\dots\big),\qquad \omega_1h^*=2\epsilon\big(1-\tfrac12\epsilon^2+\dots\big),\qquad \frac{-\ln r}{\omega_1h^*}=1+\frac{5}{6\kappa}+\dots$$

so $r\approx e^{-\omega_1h^*}$, the continuous decay over one step. The same series with $\epsilon^2$ in place of $\epsilon$ gives $-\ln r_{\rm SD}\approx2/\kappa$. The asymptotic number of steps per factor $e$ is $\sqrt\kappa/2$ with optimal friction and $\kappa/2$ for steepest descent. With $h^*\omega_N$ near $2$ the stiff modes are not followed accurately in time, which does not matter when only the end point is wanted. In the opposite limit $\kappa\to1$, $r\to0$, $a^*\to1$ and $\alpha^*\to1/\omega^2$, a single step to the minimum.

## (g) The error after $n$ steps

*Solve (4) at the optimum for $q_{-1}=q_0$. Bound the error, evaluate the two extreme modes, and find when and by how much the error grows before it falls.*

In the harmonic approximation, the smallest asymptotic error factor per step is $r$ of (13), reached only at the step and friction (15). Still to be found are the error after $n$ steps asked for in (g), the results for a model spectrum with imperfect inputs and for water, and the behaviour beyond the harmonic region.
